# When an indirect gap allows an ionization threshold equal to the gap: test program

```python
"""
Result under test: with conduction minima at +Q and -Q and the valence maximum
at 0, the impact-ionization threshold equals the gap if and only if a conduction
state of energy E_gap (above the conduction minimum) exists at k = 0 or +-2Q,
modulo a reciprocal lattice vector.

Symbols: x = k*d is the reduced wave number, d the period, theta = Q*d.
lower(x)  = A (cos x - cos theta)^2   lower conduction band, minimum at zero
hole(x)   = B (1 - cos x)             hole kinetic energy
upper(x)  = U0 + W cos x              upper conduction band
M = 2 m_c + m_h is the total mass of the three final particles.
Energies are in eV, lengths in nm, masses in free-electron masses.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

H2 = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m_e in eV nm^2

# Round model parameters in the rough regime of diamond
gap, d, theta = 5.5, 0.18, 0.76 * np.pi
m_c, m_h = 1.4, 0.8
U0, W = 5.5, 2.0
c = np.cos(theta)
Q = theta / d
A = H2 / (2 * m_c * d**2 * np.sin(theta)**2)
B = H2 / (m_h * d**2)
M = 2 * m_c + m_h


def lower(x, scale=A):
    return scale * (np.cos(x) - c)**2


def hole(x):
    return B * (1 - np.cos(x))


def upper(x, offset=U0):
    return offset + W * np.cos(x)


# Band masses from finite differences of the bands themselves
step = 1e-3
curv_c = (lower(theta + step) - 2 * lower(theta) + lower(theta - step)) / step**2
curv_h = (hole(step) - 2 * hole(0.0) + hole(-step)) / step**2
assert abs(H2 / (curv_c * d**2) / m_c - 1) < 1e-4
assert abs(H2 / (curv_h * d**2) / m_h - 1) < 1e-4

# Exhaustive search over final states on a periodic grid that contains Q
N = 1000
index = np.arange(N)
grid = 2 * np.pi * index / N
low_grid, hole_grid = lower(grid), hole(grid)
difference = (index[:, None] - index[None, :]) % N
pair = np.min(low_grid[None, :] + low_grid[difference], axis=1)
cost_grid = np.min(pair[:, None] + hole_grid[difference], axis=0)
free_points = set(np.flatnonzero(cost_grid < 1e-10).tolist())
q_index = round(theta / (2 * np.pi) * N)
assert free_points == {0, (2 * q_index) % N, (-2 * q_index) % N}

# Lower band alone: is any primary state able to ionize?
lower_can_ionize = bool(np.any(low_grid >= gap + cost_grid))
assert not lower_can_ionize
E_zero, E_twoQ = lower(0.0), lower(2 * theta)
assert abs(E_zero - A * (1 - c)**2) < 1e-10
assert abs(E_twoQ - A * (1 - c)**2 * (1 + 2 * c)**2) < 1e-10

coarse = np.linspace(-np.pi, np.pi, 100, endpoint=False)
X1, X2 = np.meshgrid(coarse, coarse, indexing="ij")


def final_cost(x, scale=A):
    """Least kinetic energy of the three final particles for primary x."""
    def energy(y):
        return (lower(y[0], scale) + lower(y[1], scale)
                + hole(y[0] + y[1] - x))
    values = lower(X1, scale) + lower(X2, scale) + hole(X1 + X2 - x)
    best = np.unravel_index(np.argmin(values), values.shape)
    found = minimize(energy, [X1[best], X2[best]], method="BFGS",
                     options={"gtol": 1e-9})
    return min(float(found.fun), float(values[best]))


target = 2 * np.pi - 2 * theta       # the point -2Q moved into the first zone


def upper_threshold(offset, gap_now=gap):
    def surplus(x):
        return upper(x, offset) - gap_now - final_cost(x)
    x = brentq(surplus, target - 0.3, target + 0.3, xtol=1e-12)
    return x, upper(x, offset)


x_th, E_th = upper_threshold(U0)
allowed = upper(grid) >= gap + cost_grid
lowest_on_grid = np.min(upper(grid)[allowed])
assert -1e-8 < lowest_on_grid - E_th < W * 2 * np.pi / N

# Tuned upper band: threshold must equal the gap
U_tuned = gap - W * np.cos(2 * theta)
x_tuned, E_tuned = upper_threshold(U_tuned)
assert abs(E_tuned - gap) < 1e-7

# Near miss on a sloping band: quadratic law, both signs of the mismatch
slope = W * d * abs(np.sin(2 * theta))


def near_miss(eta):
    return H2 * eta**2 / (2 * M * slope**2)


eta = upper(target) - gap
assert abs((E_th - gap) / near_miss(eta) - 1) < 0.10   # next order in eta
for small in (0.01, -0.01):
    excess = upper_threshold(U_tuned + small)[1] - gap
    assert abs(excess / near_miss(small) - 1) < 0.02

# Lower band whose maximum at k = 0 just touches the gap energy
A_touch = gap / (1 - c)**2
m_touch = H2 / (2 * A_touch * d**2 * np.sin(theta)**2)
assert np.all(lower(grid[1:], A_touch) < gap)
A_open = 1.002 * A_touch
eta_top = lower(0.0, A_open) - gap
x_edge = brentq(lambda x: lower(x, A_open) - gap - final_cost(x, A_open),
                0.0, 0.3, xtol=1e-12)
excess_top = lower(x_edge, A_open) - gap
m_open = H2 / (2 * A_open * d**2 * np.sin(theta)**2)
b_final = H2 / (2 * (2 * m_open + m_h))
alpha = A_open * (1 - c) * d**2
excess_top_law = eta_top * b_final / (alpha + b_final)
assert abs(excess_top / excess_top_law - 1) < 0.05


# Unlimited parabolic valleys; momenta in units of q_gap, energies of the gap
def parabolic_ratio(D):
    mu = m_c / M
    return ((-mu * D + np.sqrt(mu * D**2 + 1 - mu)) / (1 - mu))**2


def parabolic_search(D):
    def balance(y):
        return (y[0]**2 - 1 - y[1]**2 - y[2]**2
                - m_c / m_h * (y[0] - D - y[1] - y[2])**2)
    results = []
    for start in itertools.product((-2.0, 1.0, 2.0), (-0.3, 0.3), (0.0, 0.4)):
        r = minimize(lambda y: y[0]**2, start, method="SLSQP",
                     constraints={"type": "eq", "fun": balance},
                     options={"ftol": 1e-13, "maxiter": 300})
        if abs(balance(r.x)) < 1e-8:
            results.append(r.fun)
    return min(results)


for D in (0.0, 0.5, 1.0, 1.5, 2.0):
    assert abs(parabolic_search(D) - parabolic_ratio(D)) < 1e-5
assert abs(parabolic_search(0.0) - M / (m_c + m_h)) < 1e-5
q_gap = np.sqrt(2 * m_c * gap / H2)
E_Q = H2 * Q**2 / (2 * m_c)
E_parabolic = gap * min(parabolic_ratio(Q / q_gap), parabolic_ratio(3 * Q / q_gap))

# Sizes of neglected effects, from rough inputs
kB = const.k / const.e
T_room, T_hot, gap_slope = 300.0, 500.0, -1e-4
gap_hot = gap + gap_slope * (T_hot - T_room)
E_hot = upper_threshold(U0, gap_hot)[1]
lifetime_fs, phonon, field = 5.0, 0.16, 1.0          # field in V/nm
broadening = const.hbar / const.e / (lifetime_fs * 1e-15)
occupation = 1 / np.expm1(phonon / (kB * T_hot))
m_pair = m_c * m_h / (m_c + m_h)
field_energy = (field**2 * H2 / (2 * m_pair))**(1 / 3)
tunnel_exponent = 4 * np.sqrt(2 * m_pair / H2) * gap**1.5 / (3 * field)
m_t, eps_r, density = 0.3, 5.7, 1e17                 # density in cm^-3
m_opt = 3 / (1 / m_c + 2 / m_t)
m_exc = m_opt * m_h / (m_opt + m_h)
rydberg = const.value("Rydberg constant times hc in eV")
binding = rydberg * m_exc / eps_r**2
transverse = H2 / (2 * (2 * m_t + m_h))              # offset of 1 nm^-1
m_dos = (m_c * m_t**2)**(1 / 3)
N_c = 12 * (m_dos * kB * T_room / (2 * np.pi * H2))**1.5 * 1e21
valleys = [tuple(s * int(i == j) for j in range(3))
           for i in range(3) for s in (1, -1)]
sums = {tuple(a + b for a, b in zip(u, v)) for u in valleys for v in valleys}


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Gap", f"{gap:.3f}", "eV")
show("Period d", f"{d:.3f}", "nm")
show("Q d / pi", f"{theta / np.pi:.3f}")
show("Q", f"{Q:.3f}", "nm^-1")
show("Masses m_c, m_h, M", f"{m_c:.2f}, {m_h:.2f}, {M:.2f}", "m_e")
show("Lower-band scale A", f"{A:.4f}", "eV")
show("Valence scale B", f"{B:.4f}", "eV")
show("Zero-cost points k d / pi on the grid",
     ", ".join(f"{2 * i / N:.2f}" for i in sorted(free_points)))
show("Lower band at k = 0", f"{E_zero:.4f}", "eV")
show("Lower band at k = 2Q", f"{E_twoQ:.4f}", "eV")
show("Lower band can ionize", lower_can_ionize)
show("Upper-band U0 and W", f"{U0:.3f}, {W:.3f}", "eV")
show("Matching point (G - 2Q) d / pi", f"{target / np.pi:.4f}")
show("Upper band there minus gap, eta", f"{eta:.5f}", "eV")
show("Upper-band slope there, magnitude", f"{slope:.4f}", "eV nm")
show("Threshold k d / pi", f"{x_th / np.pi:.5f}")
show("Threshold energy", f"{E_th:.6f}", "eV")
show("Threshold minus gap, search", f"{1e3 * (E_th - gap):.4f}", "meV")
show("Threshold minus gap, quadratic law", f"{1e3 * near_miss(eta):.4f}", "meV")
show("Tuned U0 for equality", f"{U_tuned:.5f}", "eV")
show("Threshold with tuned U0", f"{E_tuned:.6f}", "eV")
show("Touching lower band: scale A", f"{A_touch:.4f}", "eV")
show("Touching lower band: mass m_c", f"{m_touch:.4f}", "m_e")
show("Raised maximum: eta", f"{1e3 * eta_top:.3f}", "meV")
show("Raised maximum: threshold minus gap, search", f"{1e3 * excess_top:.4f}", "meV")
show("Raised maximum: threshold minus gap, law", f"{1e3 * excess_top_law:.4f}", "meV")
show("Parabolic energy hbar^2 Q^2 / 2 m_c", f"{E_Q:.4f}", "eV")
show("Parabolic threshold without umklapp", f"{E_parabolic:.4f}", "eV")
show("Threshold / gap for D = 0", f"{parabolic_ratio(0.0):.4f}")
show("Rough lifetime", f"{lifetime_fs:.1f}", "fs")
show("Lifetime broadening", f"{broadening:.3f}", "eV")
show("Rough optical phonon energy", f"{phonon:.3f}", "eV")
show("Phonon occupation at 500 K", f"{occupation:.4f}")
show("Rough gap slope", f"{1e3 * gap_slope:.2f}", "meV/K")
show("Gap at 500 K", f"{gap_hot:.3f}", "eV")
show("Threshold minus gap at 500 K", f"{1e3 * (E_hot - gap_hot):.4f}", "meV")
show("Rough breakdown field", f"{10 * field:.1f}", "MV/cm")
show("Field broadening energy", f"{field_energy:.3f}", "eV")
show("Length over which the field supplies the gap", f"{gap / field:.2f}", "nm")
show("Two-band tunnelling exponent", f"{tunnel_exponent:.1f}")
show("Rough transverse mass", f"{m_t:.2f}", "m_e")
show("Rough relative permittivity", f"{eps_r:.1f}")
show("Hydrogenic electron-hole binding", f"{binding:.3f}", "eV")
show("Cost of 1 nm^-1 transverse offset", f"{transverse:.4f}", "eV")
show("Matching points for six valleys in 3D", len(sums))
show("Electron density assumed", f"{density:.1e}", "cm^-3")
show("Density / effective density of states, 300 K", f"{density / N_c:.2e}")
print("no test failed")
```

Output:

```
Gap: 5.500 eV
Period d: 0.180 nm
Q d / pi: 0.760
Q: 13.265 nm^-1
Masses m_c, m_h, M: 1.40, 0.80, 3.60 m_e
Lower-band scale A: 1.7924 eV
Valence scale B: 2.9398 eV
Zero-cost points k d / pi on the grid: 0.00, 0.48, 1.52
Lower band at k = 0: 5.3582 eV
Lower band at k = 2Q: 1.1236 eV
Lower band can ionize: False
Upper-band U0 and W: 5.500, 2.000 eV
Matching point (G - 2Q) d / pi: 0.4800
Upper band there minus gap, eta: 0.12558 eV
Upper-band slope there, magnitude: 0.3593 eV nm
Threshold k d / pi: 0.49979
Threshold energy: 5.501288 eV
Threshold minus gap, search: 1.2882 meV
Threshold minus gap, quadratic law: 1.2929 meV
Tuned U0 for equality: 5.37442 eV
Threshold with tuned U0: 5.500000 eV
Touching lower band: scale A: 1.8399 eV
Touching lower band: mass m_c: 1.3639 m_e
Raised maximum: eta: 11.000 meV
Raised maximum: threshold minus gap, search: 1.0427 meV
Raised maximum: threshold minus gap, law: 1.0429 meV
Parabolic energy hbar^2 Q^2 / 2 m_c: 4.7883 eV
Parabolic threshold without umklapp: 5.5098 eV
Threshold / gap for D = 0: 1.6364
Rough lifetime: 5.0 fs
Lifetime broadening: 0.132 eV
Rough optical phonon energy: 0.160 eV
Phonon occupation at 500 K: 0.0250
Rough gap slope: -0.10 meV/K
Gap at 500 K: 5.480 eV
Threshold minus gap at 500 K: 1.7303 meV
Rough breakdown field: 10.0 MV/cm
Field broadening energy: 0.421 eV
Length over which the field supplies the gap: 5.50 nm
Two-band tunnelling exponent: 62.9
Rough transverse mass: 0.30 m_e
Rough relative permittivity: 5.7
Hydrogenic electron-hole binding: 0.113 eV
Cost of 1 nm^-1 transverse offset: 0.0272 eV
Matching points for six valleys in 3D: 19
Electron density assumed: 1.0e+17 cm^-3
Density / effective density of states, 300 K: 1.87e-03
no test failed
```
